# An apparent power law from a random chain without fractal geometry

A straight chain of independently drawn resistors, each bridged by the same capacitor, can have a conductivity whose real part looks like a power of frequency over five decades. In the example below the fitted exponent is 0.864. The chain has no fractal geometry, and the real part of its conductivity is level at both ends of the spectrum: the low-frequency plateau is the harmonic mean of the bond conductances, the high-frequency plateau their arithmetic mean. An approximate power law between two plateaus is therefore not evidence of fractal geometry by itself.

## The belief and its appeal

The belief runs as follows. If $\mathrm{Re}\,\sigma\propto\omega^n$, a change of frequency scale changes only the prefactor. Such a response has no characteristic time, so the motion behind it should be self-similar, either in space or in its distribution of waiting times.

For a strict power law at all frequencies the first part is sound. Data, however, cover a finite window and have finite accuracy. A smooth curve whose logarithmic slope drifts slowly then passes for a straight line. The question is whether an ordinary disordered circuit produces such a curve.

## What any finite network can do

Let bond $b$ contain a conductance $g_b>0$ in parallel with a capacitor $C>0$, equal for all bonds. With time factor $e^{+i\omega t}$ and $s=i\omega$, its admittance is $g_b+sC$. This describes local conduction on a uniform background permittivity. It is not the master equation of hopping charges, in whose equivalent circuit a capacitor joins each site to a source at the local applied potential.

Hold one plate at potential 1 and the other at 0, and let every inner node be connected to a plate. Write $\Delta v_b$ for the potential drop on bond $b$. Kirchhoff's current law at the inner nodes is equivalent to

$$\sum_b (g_b+sC)\,\Delta v_b\,\Delta w_b=0$$

for every $w$ that vanishes on the plates. Let $\phi$ be the potential of the network with capacitors alone, so that $\sum_b C\,\Delta\phi_b\Delta w_b=0$ for the same $w$. Put $v=\phi+u$, where $u$ vanishes on the plates. Define $G$, $K$ and $h$ on the inner nodes by

$$w^TGu=\sum_b g_b\Delta w_b\Delta u_b,\qquad w^TKu=\sum_b C\Delta w_b\Delta u_b,\qquad w^Th=\sum_b g_b\Delta w_b\Delta\phi_b .$$

The current law becomes $(G+sK)u=-h$, because the capacitive term containing $\phi$ vanishes.

The total current at unit voltage is the admittance $Y=\sum_b(g_b+sC)(\Delta v_b)^2$: summing by nodes leaves potential times outflowing current, which is nonzero only at the plate of potential 1. One factor $\Delta v_b$ may be replaced by $\Delta\phi_b$, since the current law removes the part with $\Delta u_b$. Hence

$$Y=\sum_b(g_b+sC)(\Delta\phi_b)^2+h^Tu
= G_\infty+sC_\infty-h^T(G+sK)^{-1}h,$$

with $G_\infty=\sum_b g_b(\Delta\phi_b)^2$ and $C_\infty=C\sum_b(\Delta\phi_b)^2$.

Both $G$ and $K$ are real, symmetric and positive definite. They can be diagonalized together: $Gx_k=\lambda_kKx_k$, with $x_k^TKx_l=\delta_{kl}$. In this basis $G+sK$ is diagonal with entries $\lambda_k+s$, so

$$Y=G_\infty+sC_\infty-\sum_k\frac{a_k}{s+\lambda_k},\qquad a_k=(h^Tx_k)^2\ge0 .$$

Each term is a Debye relaxation, with a single rate $\lambda_k$. The rate is a weighted mean of bond rates,

$$\lambda_k=\frac{\sum_b g_b(\Delta x_{k,b})^2}{C\sum_b(\Delta x_{k,b})^2},$$

and lies between $g_{\min}/C$ and $g_{\max}/C$. Since $\mathrm{Re}\,[1/(i\omega+\lambda)]=\lambda/(\lambda^2+\omega^2)$,

$$\mathrm{Re}\,Y=G_\infty-\sum_k\frac{a_k\lambda_k}{\lambda_k^2+\omega^2}.$$

Each subtracted term falls with increasing $\omega>0$, so $\mathrm{Re}\,Y$ never decreases. It starts at the resistor-only conductance $G_0=G_\infty-\sum_k a_k/\lambda_k$ and ends at $G_\infty$. The displacement current continues to grow as $\omega C_\infty$, but it is imaginary and leaves the upper plateau of $\mathrm{Re}\,Y$ intact.

This result also holds for a finite network of fractal shape. Unless the two plateaus coincide, they exclude a strict power law at all frequencies, but they do not decide the geometry. For that a network of known, simple geometry is needed.

## The chain

Put $N$ bonds in series. Their impedances add, and the conductivity, defined as $N$ times the admittance, is

$$\sigma=\left[\frac1N\sum_b\frac1{g_b+sC}\right]^{-1}\;\longrightarrow\;\left\langle\frac1{g+sC}\right\rangle^{-1}$$

for a long chain. The sum does not change when the bonds are rearranged. No spatial pattern, fractal or other, can therefore be read from this response.

At $s=0$ the plateau is $\sigma_0=1/\langle1/g\rangle$, dominated by the poorest bonds. At high frequency,

$$\left\langle\frac1{g+sC}\right\rangle=\frac1{sC}\left[1-\frac{\langle g\rangle}{sC}+O(s^{-2})\right],\qquad \sigma=sC+\langle g\rangle+O(s^{-1}).$$

The $O(s^{-1})$ term has a real coefficient and is imaginary at $s=i\omega$, so the real part tends to $\sigma_\infty=\langle g\rangle$.

Now let $\ln g$ be uniform between $\ln g_{\min}$ and $\ln g_{\max}$, with width $\Lambda=\ln(g_{\max}/g_{\min})$. This is what a flat distribution of activation barriers gives. The density of $g$ is $1/(\Lambda g)$, and partial fractions give

$$\left\langle\frac1{g+sC}\right\rangle=\frac1{\Lambda sC}\int_{g_{\min}}^{g_{\max}}\left(\frac1g-\frac1{g+sC}\right)dg .$$

The integral is $-\ln(1+sC/g)$ taken between the limits. Therefore

$$\sigma=\frac{\Lambda sC}{\ln(1+sC/g_{\min})-\ln(1+sC/g_{\max})}.$$

The two plateaus follow from the means of $1/g$ and $g$:

$$\sigma_0=\frac{\Lambda}{1/g_{\min}-1/g_{\max}},\qquad \sigma_\infty=\frac{g_{\max}-g_{\min}}{\Lambda}.$$

Let $\tau=C/g_{\min}$. For a wide box and $\omega\tau\ll1$, the second logarithm is negligible, and with $z=i\omega\tau$

$$\frac{\sigma}{\sigma_0}\approx\frac{z}{\ln(1+z)}=\frac1{1-z/2+z^2/3-\dots}=1+\frac z2-\frac{z^2}{12}+\dots$$

The real part leaves the lower plateau as $1+(\omega\tau)^2/12$.

Between the cut-offs, $1/\tau\ll\omega\ll g_{\max}/C$, the first logarithm is $\ell+i\pi/2$ with $\ell=\ln\omega\tau$, and the second is still negligible. Multiplying numerator and denominator by $\ell-i\pi/2$ gives

$$\sigma\approx\frac{i\omega C\Lambda}{\ell+i\pi/2}=\omega C\Lambda\,\frac{\pi/2+i\ell}{\ell^2+\pi^2/4}.$$

The local exponent of the real part is its logarithmic derivative,

$$n(\omega)=\frac{d\ln\mathrm{Re}\,\sigma}{d\ln\omega}=1-\frac{2\ell}{\ell^2+\pi^2/4}.$$

For large $\ell$ this is close to $1-2/\ell$. It changes so slowly because it depends on the logarithm of frequency. Physically, capacitors bypass the bonds with $g<\omega C$, and the share of such bonds, $\ell/\Lambda$, grows only logarithmically.

## Numbers

Nothing here is atomic, so conductance is measured in $g_{\max}$ and frequency in $g_{\max}/C$. Take $g_{\min}=10^{-12}$, hence $\Lambda=27.631$. The plateaus are

$$\sigma_0\approx27.631\times10^{-12}=2.763\times10^{-11},\qquad \sigma_\infty\approx1/27.631=0.0362 .$$

The real part has doubled from its lower plateau at $\omega=1.04\times10^{-11}$ and reaches half its upper plateau at $\omega=0.387$. Between these corners lie about 10.6 decades.

At $\omega=10^{-6}$, for instance, $\omega\tau=10^6$, $\ell=13.816$ and $\ell^2+\pi^2/4=193.34$. Thus

$$\mathrm{Re}\,\sigma\approx10^{-6}\,\frac{27.631\times1.5708}{193.34}=2.245\times10^{-7},\qquad n\approx1-\frac{27.631}{193.34}=0.857 .$$

A chain of 200000 random bonds gives $2.250\times10^{-7}$ at this frequency. Over all compared frequencies its real part differs from the formula by at most 1.5 percent of the formula value.

A straight-line fit to the random chain from $10^{-8}$ to $10^{-3}$ gives $n=0.864$. The largest deviation is 0.048 decades, a factor of $10^{0.048}\approx1.12$. On a plot covering several decades this is easily taken for a power law. Yet the local exponent rises from 0.789 to 0.903 across the same window. The fitted value describes the window as much as the chain.

## What the phase reveals

For a pure law $\sigma=A(i\omega)^n$ with real $A$, the factor $i^n=\cos(n\pi/2)+i\sin(n\pi/2)$ fixes $\mathrm{Im}\,\sigma/\mathrm{Re}\,\sigma=\tan(n\pi/2)$. For the fitted exponent this is 4.60 at every frequency. The chain instead has the ratio $2\ell/\pi$, which climbs from 5.86 to 13.2 across the window.

This distinction depends on what is counted as background. If the capacitive term $i\omega C$ is subtracted, the ratio becomes

$$\frac{\mathrm{Im}\,\sigma-\omega C}{\mathrm{Re}\,\sigma}\approx\frac{2\ell}{\pi}-\frac{2}{\pi\Lambda}\left(\ell^2+\frac{\pi^2}{4}\right),$$

which is 3.85 at the lower end of the window, rises to about 4.34 at $\omega=10^{-6}$ (where $\ell=\Lambda/2$) and falls to 3.24 at the upper end. It is still not the constant 4.60, but it varies far less than the total ratio. A phase test therefore needs a background permittivity known independently of the fit.

## Is the scale-free ingredient hidden in the disorder?

A fair objection remains. The density $1/g$ is itself scale-free between its cut-offs, so the chain might have self-similar rates in a simple geometry. Replace it by a Gaussian: $\ln g=wu$, where $u$ is a standard normal variable and the median of $g$ is the unit of conductance. This distribution has a definite centre and width.

Completing the square gives $\langle e^{\pm wu}\rangle=e^{w^2/2}$. The plateaus of the infinite chain are therefore $e^{-w^2/2}$ and $e^{+w^2/2}$, or $1.52\times10^{-8}$ and $6.57\times10^{7}$ for $w=6$. They are set by rare bonds near $u=\mp w$, with tail probability about $10^{-9}$ for $w=6$. A chain of 200000 bonds typically has a lower plateau about ten times higher and an upper plateau about ten times lower. If $\ln g$ comes from activation barriers, the upper value needs barriers $w^2k_BT$ below the mean, so a real distribution, cut off at zero barrier, may not reach it.

For large $w$ the intermediate response follows from

$$\frac{i\omega C}{g+i\omega C}=\frac{(\omega C)^2+i\omega Cg}{g^2+(\omega C)^2}.$$

As a function of $\ln g$, the real part is a step at $g=\omega C$. The imaginary part is a peak there, of area $\pi/2$. Both are narrow compared with $w$. With $q=\ln(\omega C)/w$, normal density $p(q)$ and cumulative probability $P(q)$, the average is $P+i\pi p/(2w)$. Dividing $i\omega C$ by this average and keeping the leading order in $1/w$,

$$\mathrm{Re}\,\sigma\approx\omega C\,\frac{\pi p(q)}{2wP(q)^2},\qquad n\approx1-\frac1w\left[q+\frac{2p(q)}{P(q)}\right].$$

The second formula uses $p'=-qp$, $P'=p$ and $dq/d\ln\omega=1/w$. The bracket is 1.60 at $q=0$ and 1.58 at $q=1$, so the slope is nearly the same at these two points, which are $w$ units of $\ln\omega$ apart, and it passes through a maximum between them. For $w=6$ these leading-order formulas are only approximate: between $\omega C=10^{-2}$ and $10^4$ they give $n$ too low by 0.01 to 0.02 and $\mathrm{Re}\,\sigma$ off by up to 16 percent. The slopes of the full average at $q=0$ and $q=1$ are 0.747 and 0.750.

Fits over six decades, from $10^{-2}$ to $10^4$ in units of median $g$ over $C$, give $n=0.747$ for $w=6$ and $n=0.829$ for $w=9$. The largest deviations are 0.028 and 0.016 decades. These fits use the average over the full distribution; random chains of 200000 bonds reproduce both exponents to about 0.001. In this window the line is straighter than in the fit to the uniform box above, so an exactly scale-free density is not required. The window is a favourable one, because it straddles the maximum of the local slope near $q\approx0.5$: for $w=6$ the slope is 0.70 at the lower end, 0.76 at the maximum and 0.72 at the upper end. An approximate one remains, however. The density of $g$ is proportional to $g^{-1}e^{-(\ln g)^2/(2w^2)}$, and for $w=6$ the exponential factor stays between 0.31 and 1 from $g=10^{-2}$ to $10^4$. The objection is therefore right in part: the apparent power law arises here from a broad spread of rates, which is nearly even in $\ln g$ over the window and continues beyond it. Such a spread needs no fractal arrangement in space. If $g\propto e^{-E/k_BT}$ with Gaussian barriers $E$, then $w$ is their standard deviation divided by $k_BT$. In this model the exponent depends on disorder relative to temperature and on the position of the window, not on a fractal dimension. For $w=6$, a fit from $10^{-5}$ to $10$ gives 0.695 instead of 0.747, and its largest deviation grows to 0.093 decades, about twice that of the box fit.

## A network with loops

The general result can also be checked where current has a choice of path. On a square lattice between plates, $\phi$ falls linearly. Each of the $N_x$ longitudinal bonds in a row has drop $1/N_x$, and transverse bonds have none. Hence $G_\infty=(N_y/N_x)\langle g\rangle_{\rm long}$, where the mean runs over longitudinal bonds.

For one 16 by 16 sample with $\ln g$ uniform over six decades, there are $15\times16=240$ inner nodes and as many Debye modes. Their rates lie between $8.6\times10^{-6}$ and 0.56, inside the bounds $10^{-6}$ and 1. The plateaus are $2.92\times10^{-4}$ and 0.0703. Direct solution of Kirchhoff's laws agrees with the mode sum and with both plateaus.

Between $\omega=10^{-4}$ and $10^{-1}$, $\mathrm{Re}\,Y$ rises from $6.65\times10^{-4}$ to $2.92\times10^{-2}$, an average exponent of $\log_{10}(43.9)/3\approx0.55$. At this size the value depends on the sample: other samples scatter from about 0.37 to 0.60 around a mean near 0.48. This sample is not offered as evidence against fractal current paths, since the paths were not examined. That evidence comes from the chain, where there is one path and the order of the bonds has no effect.

The counterexample does not show that fractal systems lack power laws. It shows that the inference from exponent to fractal needs further evidence, such as a measured geometry. The numerical output gives the values at further frequencies.

## Computed values

```
CHAIN, ln g uniform; units: g_max, and g_max/C for frequency
number of random bonds: 200000
g_min = 1.0e-12 g_max; log width Lambda = 27.631
low plateau, formula: 2.7631e-11 g_max
low plateau, random chain: 2.7785e-11 g_max
high plateau, formula: 0.03619 g_max
high plateau, random chain: 0.03582 g_max
Re sigma = 2 x low plateau at omega = 1.044e-11 g_max/C
Re sigma = high plateau/2 at omega = 3.867e-01 g_max/C
largest relative deviation chain/formula: 0.0149
omega (g_max/C), Re sigma formula, Re sigma random chain (g_max):
  1e-14  2.7631e-11  2.7785e-11
  1e-12  2.9447e-11  2.9604e-11
  1e-10  1.8240e-10  1.8415e-10
  1e-08  4.9715e-09  4.9591e-09
  1e-06  2.2449e-07  2.2499e-07
  1e-04  1.2698e-05  1.2797e-05
  1e-02  8.0970e-04  8.0199e-04
  1e+00  2.9127e-02  2.8771e-02
  1e+02  3.6190e-02  3.5820e-02
fit 1e-8..1e-3 g_max/C, random chain: n = 0.864
largest deviation from the fit: 0.0480 decades
omega (g_max/C), local exponent numerical, formula:
  1e-08  0.7890  0.7890
  1e-07  0.8295  0.8295
  1e-06  0.8571  0.8571
  1e-05  0.8771  0.8771
  1e-04  0.8921  0.8922
  1e-03  0.9034  0.9040
tan(n pi/2) for the fitted n: 4.599
Im/Re sigma at 1e-8, 1e-3: 5.864, 13.201
same, background i*omega*C subtracted: 3.852, 3.243
CONTROL, Gaussian ln g; units: median g, and median g/C
w = 6: fit 1e-2..1e4, n = 0.747, largest deviation 0.0277 decades
w = 9: fit 1e-2..1e4, n = 0.829, largest deviation 0.0164 decades
plateaus for w = 6: 1.523e-08 and 6.566e+07 median g
LATTICE 16 x 16, ln g uniform; units: g_max, and g_max/C
g_min = 1e-06 g_max; number of Debye modes: 240
smallest, largest relaxation rate: 8.623e-06, 0.5636 g_max/C
low plateau (resistors only): 2.9222e-04 g_max
high plateau (mean longitudinal g): 0.07034 g_max
omega (g_max/C), Re Y from Kirchhoff's laws (g_max):
  1e-05  3.1137e-04
  1e-04  6.6505e-04
  1e-03  2.2030e-03
  1e-02  8.2328e-03
  1e-01  2.9178e-02
  1e+00  6.6210e-02
  1e+01  7.0288e-02
  1e+02  7.0335e-02
```
